Bond length and coordination in an inverse-power ionic model of hafnia

**Q.** Hafnium has seven oxygen neighbours in monoclinic hafnia and eight in the cubic form. I am told that the extra neighbour lengthens the bonds. Why should it? An eighth bond might equally well pull the crystal together.

**A.** It depends on how attraction and repulsion change together, so we need an energy. Take a crystal AX₂ made of rigid ions. Each anion has charge −q and each cation +2q. Every cation has Z bonds of the same length r. Write k = 1/(4πε₀), and let each bond contribute a repulsion B/r^n, with B > 0. The energy per formula unit, measured from widely separated ions, is

E(r) = −M k q²/r + Z B/r^n.

The number M is the Madelung constant of the structure. The attraction is not a sum over the Z bonds alone: it includes every pair of ions in the crystal, repelling like charges among them. An eighth neighbour therefore adds a full unit to Z but need not raise M in proportion.

**Q.** Why may the whole Coulomb energy be written with a single length r?

**A.** Because I compare crystals of fixed shape. The cell angles, the ratios of the cell edges and the fractional coordinates are held fixed while the crystal is scaled. Every distance is then a fixed number times r, every Coulomb term is proportional to 1/r, and so is their sum. M is the remaining pure number.

The convention matters. Here M refers to the bond length and to one formula unit, with q² as the charge factor. In fluorite the cubic cell edge is a = 4r/√3. If the same energy is written −M_a k q²/a, then M_a = M a/r = 4M/√3. Such a constant must be converted back before it is used here, since a/r differs between structures. A charge factor common to both crystals would cancel in a ratio, but a different factor in each would not.

**Q.** Pair energies usually carry a factor of one half. Where is it in Z B/r^n?

**A.** The half corrects for counting each pair from both ends. I count bonds from the cations only. Each bond has one cation end, and each formula unit has one cation, so there are Z bonds per formula unit, each counted once. Repulsion between ions that are not bonded is left out for now.

**Q.** Then find the equilibrium length, and show that it is a minimum.

**A.** Differentiate at fixed shape:

E′(r) = M k q²/r² − n Z B/r^(n+1).

Setting this to zero and multiplying by r^(n+1) gives

M k q² r^(n−1) = n Z B,

r^(n−1) = n Z B/(M k q²).

For the second derivative,

E″(r) = −2M k q²/r³ + n(n+1) Z B/r^(n+2).

At equilibrium n Z B/r^(n+1) = M k q²/r², so the last term equals (n+1) M k q²/r³. Hence

E″ = (n−1) M k q²/r³.

For M > 0 and n > 1 this is positive. There is no other stationary point, because r^(n+1) E′ = M k q² r^(n−1) − n Z B rises steadily with r and crosses zero once. At n = 1 both energies vary as 1/r and no length is selected; for 0 < n < 1 the stationary point is a maximum.

This is equilibrium under uniform scaling at zero pressure. It does not say that the force on each ion vanishes, or that the shape of the cell is relaxed.

**Q.** Now compare seven bonds with eight. What has to be the same in the two crystals?

**A.** The charge q, the bond strength B and the exponent n. Label the two cases by their bond numbers:

r₈^(n−1) = 8 n B/(M₈ k q²),

r₇^(n−1) = 7 n B/(M₇ k q²).

Divide the first by the second. The factors n, B, k and q² cancel:

(r₈/r₇)^(n−1) = 8M₇/(7M₈).

Both lengths are positive, so we may take the positive root:

r₈/r₇ = [8M₇/(7M₈)]^(1/(n−1)).

**Q.** That is short algebra, but I still do not see what pushes the ions apart.

**A.** Rewrite the equilibrium condition for one bond, dividing E′ = 0 by Z:

n B/r^(n+1) = (M/Z) k q²/r².

The left side is the repulsive force of one bond. The right side is its share of the Coulomb pull that contracts the crystal. If M/Z falls on going from seven to eight bonds, each bond has less pull to resist and settles at a greater length.

The eighth bond does lengthen the others if 8M₇/(7M₈) > 1, which means

M₈/M₇ < 8/7.

If M rose by the full factor 8/7, the length would not change. If it rose by more, the bonds would shorten. Your suspicion that an extra neighbour might pull the crystal together is thus a real possibility within the formula, and the Madelung constants decide it.

**Q.** And what does the exponent do?

**A.** Take the logarithm:

ln(r₈/r₇) = [ln(8/7) + ln(M₇/M₈)]/(n−1).

The bracket belongs to the two structures, and n−1 divides it. As n grows without limit the ratio tends to one: the ions become hard spheres in contact, whose spacing does not depend on the number of neighbours. A softer repulsion, with smaller n, gives a larger change. As n approaches 1 from above, the magnitude of the logarithm grows without limit unless the bracket is zero.

**Q.** I doubt that a crystal with seven equal bonds exists at all. Monoclinic hafnia has unequal ones.

**A.** It has, so the equal-bond crystal is an idealization, but one that can be constructed. As a starting shape I choose a monoclinic cell resembling that of hafnia, with edges 0.512, 0.517 and 0.529 nm and angle 99.2°. These numbers are inputs of the example, not measured values. With ion positions chosen in the same way, its seven bonds run from 0.2032 to 0.2248 nm, with mean 0.2145 nm. The monoclinic symmetry leaves four cell parameters and nine coordinates free, whereas making seven lengths equal imposes six conditions. Small changes of all these parameters lead to seven bonds of 0.2138 nm. The next oxygen lies at 1.62 bond lengths, so the shell of seven is well separated.

Thirteen parameters and six conditions do not fix a unique crystal. The result is one equal-bond structure close to the monoclinic one, and M₇ belongs to that structure. Another choice would have another M₇. The formula does not say how different it could be, but it does give the effect on the ratio: since M₇ enters to the power 1/(n−1), each change of 1% in M₇ shifts the ratio by about 0.14% when n = 8.

**Q.** Coulomb sums over a crystal converge badly. How do you get M?

**A.** Split the potential of each unit charge as

1/r = erfc(αr)/r + erf(αr)/r.

The first part dies out quickly beyond a few times 1/α and can be summed directly. The second is the potential of a Gaussian cloud of unit charge. If the clouds are broad compared with the cell, they overlap to an almost uniform density. The cell is neutral, so that density is almost zero, and so is its energy.

One correction remains. The full cloud energy includes each ion acting on its own cloud, which is not part of the crystal energy. Since erf(αr)/r tends to 2α/√π as r tends to zero, we subtract half of this times the squared charge of each ion, that is, (α/√π) times the sum of squared charges.

For rock salt this method gives 1.747565, the same as a separate, rapidly convergent series to all the digits shown. For our two crystals it gives

M₇ = 4.8927, M₈ = 5.0388.

**Q.** Put in numbers for hafnia.

**A.** I use the formal charges, +4e on hafnium and −2e on oxygen, so q = 2e and k q² = 5.7599 eV nm. I choose n = 8, and a rough typical cubic bond of r₈ = 0.220 nm. Then

8M₇/(7M₈) = (8 × 4.8927)/(7 × 5.0388) = 1.1097,

r₈/r₇ = 1.1097^(1/7) = 1.0150,

r₇ = 0.2200 nm/1.0150 = 0.2168 nm.

**In this model the bonds lengthen by 1.5% from seven-fold to eight-fold coordination.** In the bracket of the logarithmic formula, before division by n−1, the bond count contributes ln(8/7) = 0.134 and the Madelung constants contribute ln(0.9710) = −0.029. The stronger Coulomb binding of fluorite thus offsets about a fifth of the counting effect. Setting M₇ = M₈ would have given 1.9%.

The length r₈ was used to fix B, so it is an input and not a prediction. From the equilibrium condition,

B = M₈ k q² r₈⁷/(8 × 8) = 1.131 × 10⁻⁵ eV nm⁸.

The ratio does not depend on this value.

**Q.** Could there be a mistake in the algebra that these numbers merely repeat?

**A.** One can avoid the algebra. Take each crystal ion by ion, add up its Coulomb energy and its bond repulsions, and find the scale at which the total is lowest. With n = 8 the two minima give r₈/r₇ = 1.014984, and the formula gives 1.014984. With n = 6 both routes give 1.021040. This tests the derivation and the bond counting. It does not test whether real hafnia obeys the model.

**Q.** If the seven-bond crystal has shorter bonds, it must be the denser one.

**A.** It is not. The volume per formula unit is 0.0360 nm³ with seven bonds and 0.0328 nm³ with eight, so the seven-bond crystal is about 10% larger. The volume is V = v r³, where v is set by the arrangement of the ions. From the numbers above, v is about 3.53 for the seven-bond crystal and 3.08 for fluorite. The looser packing outweighs the shorter bonds.

**Q.** Shorter bonds should at least mean stronger binding. Monoclinic hafnia is the stable form under ordinary conditions, so the model seems to agree with nature.

**A.** Bond length alone does not settle the energy. Use the equilibrium condition to remove the repulsion. From n Z B/r^(n+1) = M k q²/r² it follows that Z B/r^n = M k q²/(n r), so

E = −(1 − 1/n) M k q²/r.

The seven-bond crystal is lower in energy if M₇/r₇ > M₈/r₈. Let μ = M₇/M₈. The condition becomes

μ > r₇/r₈ = [7/(8μ)]^(1/(n−1)).

Both sides are positive. Raise them to the power n−1 and multiply by μ:

μ^n > 7/8,

μ > (7/8)^(1/n).

For n = 8 the threshold is 0.9834, but our crystals have μ = 0.9710. With this exponent the eight-bond crystal is therefore the lower of the two. The energies are

E₇ = −(7/8) × 4.8927 × 5.7599/0.21675 = −113.76 eV,

E₈ = −(7/8) × 5.0388 × 5.7599/0.22000 = −115.43 eV.

The seven-bond crystal lies 1.67 eV per formula unit too high to be preferred. This gap is far more sensitive than the length ratio to which equal-bond structure is chosen. At fixed B the energy varies as M^(n/(n−1)), so a change of only 0.1% in M₇ moves E₇ by about 0.13 eV. Another equal-bond version of the monoclinic shape, with M₇ = 4.898, gives about 1.5 eV while the length ratio stays at 1.015. This is the wrong order for hafnia under ordinary conditions, where the monoclinic form is stable. The order also depends on the exponent: for n below about 4.5 the threshold drops under 0.9710, and the seven-bond crystal becomes the lower one. The model should not be used to rank these polymorphs.

**Q.** Perhaps making the bonds equal caused that failure. Can the derivation handle unequal bonds?

**A.** Yes, as long as the shape stays fixed. Let d be the mean bond length and rᵢ the individual lengths. The repulsion is

B Σᵢ 1/rᵢ^n = B C/d^n, with C = Σᵢ (d/rᵢ)^n.

C replaces Z, and M is now referred to d. The minimization at a given n is otherwise the same:

r₈/d₇ = [8M₇/(C₇M₈)]^(1/(n−1)).

With d the mean length, C cannot be less than the number of bonds. The function x^(−n) is convex, so its average over the values rᵢ/d is at least its value at their average, which is one. Unequal bonds therefore raise the repulsion at a given mean length, because the short bonds gain more than the long ones lose.

For the rough monoclinic shape, C₇ = 7.304 and M₇ = 4.937. The Madelung constant has risen too. Then

r₈/d₇ = [(8 × 4.937)/(7.304 × 5.039)]^(1/7) = 1.0101.

The increase drops from 1.5% to 1.0%. Since C itself grows with n, a harder repulsion can even reverse the sign: for this shape, the mean bond is shorter with eight neighbours than with seven once n exceeds about 13. The energy formula still holds with d in place of r. Here d₇ = 0.2200/1.0101 = 0.2178 nm, and the monoclinic shape comes out about 1.2 eV above fluorite. At n = 8, restoring the unequal bonds removes part of the discrepancy but does not restore the observed order. With n below about 5.5, this shape would lie lower than fluorite.

**Q.** You also ignored repulsion between ions that are not bonded. With a power law there is no sharp cutoff.

**A.** The same C can include such pairs if they repel with the same exponent n, provided each pair's term is weighted by its repulsion strength divided by B. Adding the more distant hafnium-oxygen pairs to the equal-bond crystals changes the sums from 7 to 7.149 and from 8 to 8.158. The ratio becomes 1.0148, hardly different from 1.0150, because both sums grow by similar factors.

Oxygen-oxygen repulsion is less harmless. The shortest such distance is only 1.17 bond lengths in the seven-bond crystal and 1.15 in fluorite. As a trial, give each oxygen pair the same B and n as a bond. This adds 1.411 to the seven-bond sum and 2.198 to the eight-bond sum:

r₈/r₇ = [(10.198 × 4.8927)/(8.411 × 5.0388)]^(1/7) = 1.0236.

The increase is then 2.4% instead of 1.5%. The strength was assumed, so this is neither a correction nor a bound. It shows that the neglected pairs can matter as much as the choice of exponent: without them, n = 6 gives 2.1% and n = 10 gives 1.2%.

**Q.** Are formal charges of +4 and −2 believable in an oxide with partly covalent bonds?

**A.** Not literally. If all charges are reduced by the same factor in both crystals, the ratio is unchanged, because q cancels. If the charges differ between polymorphs, it does not cancel. Since r^(n−1) is proportional to 1/q² at fixed B, a charge lower by 1% in the eight-bond crystal multiplies r₈ by

0.99^(−2/7) = 1.0029.

That adds 0.29% to the bond length, about a fifth of the effect we are discussing. A change in B would enter as B^(1/(n−1)).

The stiffness gives another warning. At fixed shape V = v r³, so dV/dr = 3V/r. The bulk modulus is K = V d²E/dV², and at equilibrium, where E′ = 0,

d²E/dV² = E″/(dV/dr)² = r²E″/(9V²).

Therefore

K = r²E″/(9V) = (n−1) M k q²/(9V r).

For fluorite with our parameters this is 501 GPa. Real hafnia is roughly half as stiff, so the chosen combination of charge and exponent is far from realistic. The remedy is not unique. With r₈ and V held fixed, halving q² halves K and leaves the length ratio alone. Halving n−1 also halves K, but doubles ln(r₈/r₇), taking the bond change from 1.5% to about 3.0%. Stiffness alone cannot tell us which to choose.

**Q.** What, then, can I take to a real memory capacitor?

**A.** A direction and an order of magnitude for the bond change, provided that n is moderate and the shapes are held fixed. The second condition is a strong one. If the rough monoclinic crystal is free to relax within its symmetry, with n = 8 and repulsion between hafnium and oxygen only, it turns into fluorite. With the trial oxygen repulsion added, it goes to six neighbours instead. The results for a softer repulsion, such as n = 4.5, likewise apply only to shapes held fixed by hand. The model compares given structures; it does not explain why hafnium takes seven neighbours. With n = 8 the model gives an increase of 1.0% for the unequal-bond shape, or 1.5% for the equal-bond one. These figures are not limits: for the equal-bond shape, the trial oxygen repulsion gave 2.4% and halving n−1 gave 3.0%, so the size is uncertain by at least a factor of two. The bonds are about 0.2 nm long, so 1% is only about 0.002 nm. A test against real hafnia would need the mean bond lengths of both phases to much better than that, and the input lengths chosen here cannot supply it. The polar orthorhombic phase responsible for ferroelectricity in hafnia films also has seven-fold coordinated hafnium, but its own M and C were not computed here. Its bonds are unequal, as are the eight bonds of the tetragonal phase, so each needs its own sums. Real films also contain dopants, oxygen vacancies and stress, which break the assumptions of equal charges, fixed bond number and zero pressure. The 1% charge example shows the sensitivity to the first of these; the other two have not been sized.

Temperature matters less over a device's range. With a rough linear expansion coefficient of 6 × 10⁻⁶ per K, a rise of 100 K lengthens bonds by 0.06%, and expansion common to both phases cancels in the ratio.

**Q.** Does anything in the argument depend on the particular numbers seven and eight?

**A.** No. For two AX₂ crystals with Z and Z′ equal bonds per cation, the same division gives

r′/r = [Z′M/(Z M′)]^(1/(n−1)).

The conditions are unchanged: the same ions and bond repulsion, repulsion between bonded pairs only, fixed shapes, zero pressure and n > 1. For a polymorph with unequal bonds, or with further pairs that repel with the same exponent n, replace its bond number by the corresponding C, with each term weighted by that pair's strength divided by B, and refer M and r to the same length as C. The remaining values for the hafnia example are in the numerical output.

Calculated quantities

```
Coulomb constant k e^2 = 1.439965 eV nm
anion charge magnitude = 2 e
k q^2 = 5.75986 eV nm
repulsion exponent n = 8
rock-salt M: lattice sum 1.747565, series 1.747565
rough monoclinic bonds = [0.2032 0.2058 0.2144 0.2146 0.2159 0.2225 0.2248] nm
rough monoclinic mean bond = 0.21445 nm
equalized bond before energy scaling = 0.21384 nm
equalized cell a, b, c = [0.5129 0.5175 0.5274] nm
equalized cell angle = 99.39 degrees
eighth anion distance / bond, seven-bond crystal = 1.6220
shortest O-O distance / bond, seven-bond = 1.1673
shortest O-O distance / bond, eight-bond = 1.1547
Madelung constant M7 = 4.89269
Madelung constant M8 = 5.03878
M7/M8 = 0.97101
8 M7/(7 M8) = 1.10972
r8/r7 from formula = 1.014984
r8/r7 from minimized crystals = 1.014984
bond change from seven to eight = 1.498 %
r8/r7 if M7 = M8 = 1.019259
repulsion strength B = 1.13114e-05 eV nm^8
equilibrium r7 = 0.21675 nm
equilibrium r8 = 0.22000 nm
volume per formula unit, seven = 0.035952 nm^3
volume per formula unit, eight = 0.032787 nm^3
energy per formula unit, seven = -113.7638 eV
energy per formula unit, eight = -115.4311 eV
energy difference E7 - E8 = 1.6674 eV
M7/M8 threshold for seven to be lower = 0.98345
fluorite bulk modulus, finite difference = 501.4 GPa
fluorite bulk modulus, formula = 501.4 GPa
r8/r7 for n = 6: 1.021040
r8/r7 for n = 8: 1.014984
r8/r7 for n = 10: 1.011635
minimized crystals, n = 6: r8/r7 = 1.021040
rough unequal-bond crystal: M = 4.93656, C = 7.30387
r8/(mean r7) with unequal bonds = 1.010128
cation-anion sums with distant pairs: C7 = 7.1485, C8 = 8.1575
r8/r7 with distant cation-anion pairs = 1.014767
added O-O sums, same B: seven 1.4113, eight 2.1977
r8/r7 with trial O-O repulsion = 1.023583
r8 change if its charges fall by 1 % = 0.288 %
rough expansion coefficient = 6.0e-06 per K
thermal bond change over 100 K = 0.060 %
```
